# Why a series stack of linear dielectrics cannot beat its best layer, part 2

A capacitor dielectric is a series stack of flat layers. Can it store more energy per volume of dielectric, electrodes excluded, than a single film of its best material? No layer may exceed its breakdown field.

Layer \(i\) has thickness \(d_i\), volume fraction \(f_i=d_i/d\) of the total thickness \(d\), absolute permittivity \(\varepsilon_i\) and breakdown field \(E_i\). Its operating field is \(\mathcal E_i\). For a linear layer, the displacement limit is \(D_i=\varepsilon_iE_i\) and the maximum energy density is \(u_i=\varepsilon_iE_i^2/2\); the largest \(u_i\) is \(u_{\max}\). The vacuum permittivity is \(\varepsilon_0\).

If the interfaces carry no free charge, all layers share one displacement \(D\), equal to the charge per area on the positive electrode. Its largest allowed value is

\[
D_*=\min_i D_i=\min_i(\varepsilon_iE_i).
\tag{2}
\]

For linear layers with fixed permittivities and breakdown fields, the maximum energy density of the stack is

\[
u_{\rm stack}=\frac{D_*^2}{2}\sum_i\frac{f_i}{\varepsilon_i},
\tag{3}
\]

and it obeys the bound

\[
u_{\rm stack}\le\sum_i f_iu_i\le u_{\max}\sum_i f_i=u_{\max}.
\tag{5}
\]

The bound also holds, for both stored and recoverable energy, when fixed charge is trapped at the interfaces.

The example is a 10 nm stack of two materials with rough round constants, in the regime of thin hafnia and alumina:

- H: 6 nm, relative permittivity 20, breakdown field 5 MV/cm, \(D_H=8.854\) μC/cm², \(u_H=22.14\) J/cm³.
- A: 4 nm, relative permittivity 9, breakdown field 8 MV/cm, \(D_A=6.375\) μC/cm², \(u_A=25.50\) J/cm³.

With charge-free interfaces, A breaks down first, at \(D_*=6.375\) μC/cm² and 5.36 V. The field is then 8 MV/cm in A and 3.60 MV/cm in H, and the stack stores 17.09 J/cm³. In these units, 1 MV/cm times 1 μC/cm² is 1 J/cm³, and 1 MV/cm is 0.1 V/nm.

### Lossless nonlinear layers

An antiferroelectric layer is not linear. The proof still applies to an idealized layer without hysteresis, in which the field is a single-valued function \(\mathcal E_i(D)\) that does not decrease as \(D\) rises and is zero at \(D=0\). Let \(D_i\) now denote the largest displacement at which this field does not exceed \(E_i\). The energy density of the layer is

\[
w_i(D)=\int_0^D\mathcal E_i(D')\,dD'.
\]

For positive \(D\) the integrand is not negative, so \(w_i\) does not decrease. With charge-free interfaces the common limit is again \(D_*=\min_iD_i\), and

\[
u_{\rm stack}=\sum_i f_iw_i(D_*)\le\sum_i f_iw_i(D_i)\le\max_iw_i(D_i).
\tag{10}
\]

This includes an ideal reversible jump of polarization at constant field, because \(\mathcal E_i(D)\) is then flat over the jump.

Equation (10) was tested on 200 random three-layer stacks with \(D=\varepsilon_i\mathcal E(1+\beta_i\mathcal E^2)\) and \(\beta_iE_i^2\) between \(-0.3\) and 1. In this range \(dD/d\mathcal E=\varepsilon_i(1+3\beta_i\mathcal E^2)\) stays positive. The largest ratio to the best film was 0.734.

The same law gives the size of a weak nonlinearity in the example. Using \(dD=\varepsilon(1+3\beta\mathcal E^2)d\mathcal E\), a film charged to its breakdown field \(E\) stores

\[
\int_0^E\mathcal E\,\varepsilon(1+3\beta\mathcal E^2)\,d\mathcal E
=\frac{\varepsilon E^2}{2}\left(1+\frac32\beta E^2\right).
\]

Take a rough assumed coefficient \(\beta=10^{-15}\) cm²/V² for both layers. Then \(\beta E^2=0.064\) in A at breakdown, and film A stores \(25.50\times1.096=27.95\) J/cm³. The stack stores 18.92 J/cm³. Both values move by about a tenth, and their order does not change.

### Hysteresis

Real antiferroelectric and ferroelectric layers have hysteresis, and equation (10) does not cover them. The field then depends on the path as well as on \(D\). A single film discharged to zero voltage ends at zero field. A layer in a shorted stack need not, since short circuit requires \(\sum_i d_i\mathcal E_i=0\) and not that each field vanish. The layer may therefore follow a different return path and release a different energy from that of the film alone. Whether a particular stack then exceeds its best film must be calculated from the measured or modelled loops, including the end point of the discharge. The present result does not decide it.

One excluded case deserves its name: a layer whose field falls as \(D\) rises over some range (negative capacitance). Alone, such a film switches with hysteresis and loses energy. In series with a dielectric, the total voltage can still rise steadily with \(D\), and the loss disappears. In a single-domain model in reduced units, take \(\mathcal E=D(1-1.9D^2+D^4)\) with breakdown field 0.35 and volume fraction 0.32, in series with a linear layer \(\mathcal E=0.3D\) that breaks down at the same \(D\approx1.18\). The stack returns 0.215, against 0.124 and 0.209 for the two films. Whether a real layer stays single-domain is a separate question.

### Breakdown fields that depend on thickness

The comparison also rests on the premise that the breakdown field is fixed. Thin films often withstand higher fields than thick ones. As a rough model, refer the tabulated strengths to films of thickness \(d\) and write

\[
E_i(d_i)=E_i\left(\frac{d}{d_i}\right)^n .
\tag{11}
\]

Here \(d=10\) nm. The displacement limit of A grows by \((10/4)^n\) and that of H by \((10/6)^n\). Layer A remains limiting as long as

\[
6.375\left(\frac{10}{4}\right)^n\le8.854\left(\frac{10}{6}\right)^n,
\]

which is \(1.5^n\le1.389\), or \(n\le0.81\). In this range \(D_*\) grows by \((10/4)^n\), and the stack density by the square of that factor:

\[
u_{\rm stack}(n)=17.09\left(\frac{10}{4}\right)^{2n}{\rm J/cm^3}.
\]

The best 10 nm film is still A, at 25.50 J/cm³. Setting the two densities equal and taking logarithms gives

\[
n=\frac{\ln(u_A/u_{\rm stack})}{2\ln(d/d_A)}
=\frac{\ln(25.50/17.09)}{2\ln(10/4)}\approx0.22 .
\]

Above this exponent, and within the stated range, the stack beats either material used as a single 10 nm film. For an assumed \(n=0.3\) it stores 29.61 J/cm³.

This does not contradict the proof. If each layer is rated at its own thickness, its strength is a definite number and inequality (5) applies with that number. A 4 nm film of A would then be rated at 44.19 J/cm³, well above the stack. The comparison must state which reference is meant: films of the same total thickness, or films as thin as the individual layers.

### Tunnelling and holding time

At 8 MV/cm, a field limit alone does not show that charge can be held. Consider electrons entering A from an adjacent cathode. Let \(\phi\) be the barrier height, \(m\) the tunnelling mass, and \(F=e\mathcal E_A\) the slope of the potential energy. The barrier at distance \(x\) is \(\phi-Fx\). In the semiclassical approximation the transmission probability at the Fermi energy is \(e^{-G}\), with

\[
G=\frac{2\sqrt{2m}}{\hbar}\int_0^{\phi/F}\sqrt{\phi-Fx}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar F}.
\]

Assume that the energy of the transverse motion is unchanged when the electron enters the barrier. An electron with longitudinal energy \(\epsilon\), measured from the Fermi energy, then sees the barrier \(\phi-\epsilon\). (If the transverse momentum is conserved instead, \(m\) replaces \(m_e\) in the supply factor below, and the current is lower by the factor \(m/m_e\).) To first order its exponent is \(-G+c\epsilon\), where

\[
c=\frac{dG}{d\phi}=\frac{2\sqrt{2m\phi}}{\hbar F}.
\]

For free electrons of mass \(m_e\) in the electrode, summing over transverse momenta at zero temperature gives a supply \(em_e|\epsilon|/(2\pi^2\hbar^3)\) per unit longitudinal energy below the Fermi level. Since \(\int_{-\infty}^0|\epsilon|e^{c\epsilon}d\epsilon=1/c^2\), the current density is

\[
J_0=\frac{em_e}{2\pi^2\hbar^3c^2}e^{-G}
=\frac{eF^2}{8\pi h\phi\,(m/m_e)}e^{-G}.
\tag{12}
\]

The second form follows from \(c^2=8m\phi/(\hbar^2F^2)\) and \(h=2\pi\hbar\).

At temperature \(T\), the factor \(|\epsilon|\) is replaced by \(k_BT\ln(1+e^{-\epsilon/k_BT})\), the integral of the Fermi function over transverse energy. With \(p=ck_BT<1\) and \(x=\epsilon/k_BT\), integration by parts gives

\[
\frac{J_T}{J_0}=p^2\int_{-\infty}^{\infty}\ln(1+e^{-x})e^{px}dx
=p\int_{-\infty}^{\infty}\frac{e^{px}}{1+e^x}dx
=\frac{\pi p}{\sin\pi p}.
\]

For the last step, call the second integral \(I\). On the line shifted by \(2\pi i\) the integrand is multiplied by \(e^{2\pi ip}\), and the pole at \(i\pi\) has residue \(-e^{i\pi p}\). Hence \(I(1-e^{2\pi ip})=-2\pi ie^{i\pi p}\), which gives \(I=\pi/\sin\pi p\).

Assume roughly \(\phi=3\) eV and \(m=0.3m_e\). The tunnelling distance is \(3/0.8=3.75\) nm, just inside the 4 nm layer. The exponent is 24.30, and equation (12) gives \(3.1\times10^{-3}\) A/cm². The electron's image in the cathode lowers the barrier by \(e^2/(16\pi\varepsilon_{\rm opt}x)\), the work of the image force \(e^2/(16\pi\varepsilon_{\rm opt}x^2)\) from \(x\) to infinity. With an assumed relative optical permittivity of 3, numerical integration lowers the exponent to 22.68. At 358 K the thermal factor is 1.27. Keeping the prefactor and thermal slope of the plain barrier, the current becomes about 0.020 A/cm².

At that current, a charge equal to the stored charge passes in

\[
\frac{6.375\times10^{-6}\ {\rm C/cm^2}}{0.0197\ {\rm A/cm^2}}
\approx0.32\ {\rm ms}.
\]

This is a scale at fixed field, not a discharge curve. On open circuit the field falls and the current drops steeply with it. If H adds no barrier of its own, the same inputs lose only about 14% of the charge in 0.32 ms. For these inputs, the charge leaked at the calculated maximum is a small part of the stored charge only for times much shorter than 0.3 ms. With this polarity and these barriers, longer storage requires a lower field. The thickness-scaled case with \(n=0.3\) is more demanding: layer A then carries about 10.5 MV/cm, and the same tunnelling inputs give a time of only about a microsecond. These times depend exponentially on the rough inputs. At 8 MV/cm, with the barrier ending at the 4 nm interface, \(\phi=2.5\) or 3.5 eV gives about 0.8 μs or 60 ms, and \(m=0.2m_e\) or \(0.4m_e\) gives about 4 μs or 13 ms. Trap-assisted leakage is not included and may shorten the time further.

### Screening in the electrodes

The electrodes can also change the terminal voltage. A simple estimate treats each one as a free-electron metal that ends abruptly at the dielectric. In such a metal of density \(n_e\) and Fermi energy \(E_F\), \(n_e\propto E_F^{3/2}\). A small potential \(\varphi\) therefore changes the density by \(3n_ee\varphi/(2E_F)\). Poisson's equation becomes \(\varphi''=\varphi/\lambda^2\), with

\[
\lambda=\sqrt{\frac{2\varepsilon_0E_F}{3e^2n_e}} .
\]

The decaying solution has surface field \(\varphi(0)/\lambda=D/\varepsilon_0\), so each electrode drops \(D\lambda/\varepsilon_0\). For an assumed density of \(5\times10^{22}\) cm⁻³, \(\lambda=0.060\) nm and the two electrodes together drop 0.87 V. This is 16% of the 5.36 V across the dielectric. In this estimate the terminal voltage rises at a given displacement, while the energy in the dielectric volume, to which the bound refers, does not change. The estimate omits the spill-out of electrons beyond the metal surface, which moves the electrode charge toward the dielectric and can reduce or even reverse the voltage shift. The 0.87 V is therefore not a correction to apply to a real electrode.

### Comparison with real films

The permittivities and breakdown fields of the example are of the usual order for thin hafnia and alumina, though real values depend on deposition, electrodes, area, polarity and voltage ramp. The assumption of thickness-independent strength needs particular care. Replacing it by equation (11) with the rough exponent 0.3 moves the calculated stack density from 17.09 to 29.61 J/cm³ and reverses its order relative to a 10 nm film of A. Measured strengths at the actual layer thicknesses should therefore replace the constants before a design is chosen. If strength, permittivity and thickness reference are indeed fixed, and the layers are linear, adding a different material in series cannot raise the maximum density above that of the best one. A case for the stack must then rest on another requirement, such as leakage, or on a measured change in one of those properties.

## Calculated quantities

```
Random linear stacks: largest u_stack/u_best = 0.99513
Largest relative error of stack formula = 5.1e-14
Ratio to best, identical layers = 1.000000
Ratio to best, equal u only (eps 10,40; 6,3 MV/cm) = 0.6250
Ratio to best, equal D only (eps 10,20; 6,3 MV/cm) = 0.7500
Trapped charge: largest recovered/u_best = 0.5997
Nonlinear stacks: largest u_stack/u_best = 0.7342
Layer H: d = 6.0 nm, eps_r = 20.0, E_bd = 5.0 MV/cm
Layer H: D limit = 8.854 uC/cm2, own maximum u = 22.14 J/cm3
Layer H in stack: E = 3.600 MV/cm, local u = 11.48 J/cm3
Layer A: d = 4.0 nm, eps_r = 9.0, E_bd = 8.0 MV/cm
Layer A: D limit = 6.375 uC/cm2, own maximum u = 25.50 J/cm3
Layer A in stack: E = 8.000 MV/cm, local u = 25.50 J/cm3
Stack D at first breakdown = 6.375 uC/cm2
Stack voltage at first breakdown = 5.360 V
Stack maximum energy density = 17.09 J/cm3
Stack maximum energy density = 4.746 Wh/L
Stack / best film = 0.6700
Volume average of own maxima = 23.48 J/cm3
Field in H if A shorts = 8.93 MV/cm
Fraction of A = 0.01: stack u = 11.62 J/cm3
Fraction of A = 0.20: stack u = 14.28 J/cm3
Fraction of A = 0.60: stack u = 19.89 J/cm3
Fraction of A = 0.80: stack u = 22.70 J/cm3
Fraction of A = 0.99: stack u = 25.36 J/cm3
Limit of vanishing A layer = 11.48 J/cm3
Interface charge for joint breakdown = -2.479 uC/cm2
Voltage at joint breakdown = 6.20 V
Stored with interface charge = 23.48 J/cm3
Recoverable with interface charge = 22.86 J/cm3
Left at short circuit = 0.622 J/cm3
Assumed thickness exponent n = 0.30
Stack u with thickness scaling = 29.61 J/cm3
Layer A own u at 4 nm, scaled = 44.19 J/cm3
Exponent where stack equals best 10 nm film = 0.2185
Assumed barrier = 3.0 eV, mass = 0.3 m_e
Assumed optical permittivity of A = 3.0
Tunnelling distance in A = 3.75 nm
WKB exponent: plain 24.30, with image force 22.68
Thermal factor at 358 K = 1.275
Tunnel current, plain, 0 K = 3.06e-03 A/cm2
Tunnel current, image force, warm = 1.97e-02 A/cm2
Time to pass the stored charge = 0.323 ms
Assumed nonlinear coefficient = 1.0e-15 cm2/V2
beta*E^2 in A at breakdown = 0.0640
Nonlinear: stack u = 18.92 J/cm3, best film = 27.95 J/cm3
Assumed electrode carrier density = 5.0e+22 cm^-3
Electrode screening length = 0.0604 nm
Extra voltage in two electrodes = 0.870 V
```
